# Why Lloyd's formula converges faster in lmax than local state counts: a program that tests the result

```python
"""
Result under test: for a lattice of weak muffin-tin wells, Lloyd's formula cut
at lmax counts ALL states of the Hamiltonian in which only waves l <= lmax feel
the wells. Its error is the Friedel tail of the neglected phase shifts. The
local density of states cut at lmax also cuts the wave functions: it loses the
weight of l > lmax and its interference with the retained waves in the cube.
Hartree atomic units, one spin channel, counts per cell.
a: cubic lattice constant, s: well radius, V0: well potential, mu: chemical
potential, T: Fermi smoothing width, F_l: Jost function, t_l: t-matrix,
g0: structure constants, kappa = sqrt(2 z) at complex energy z.
"""
import numpy as np
from itertools import permutations
from math import factorial, pi
from scipy.linalg import eigh
from scipy.special import spherical_jn, spherical_yn

a, s, V0, mu, T = 4.0, 1.8, -0.05, 0.5, 0.05
volume = a**3
LREF = 5                      # largest lmax in the Lloyd determinant
LTAB = 4                      # largest lmax in the comparison


def gauss(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5*(hi - lo)*x + 0.5*(hi + lo), 0.5*(hi - lo)*w


def fermi(E):
    return 1/(np.exp((E - mu)/T) + 1)


def real_harmonics(vec, lmax):
    """Real spherical harmonics, shape (number of L, number of points)."""
    r = np.linalg.norm(vec, axis=1)
    x = vec[:, 2]/r
    sine = np.hypot(vec[:, 0], vec[:, 1])/r
    phi = np.arctan2(vec[:, 1], vec[:, 0])
    Y = np.zeros(((lmax + 1)**2, len(vec)))
    pmm = np.ones(len(vec))
    for m in range(lmax + 1):
        if m > 0:
            pmm = pmm*(2*m - 1)*sine
        older, P = np.zeros(len(vec)), pmm
        for l in range(m, lmax + 1):
            if l > m:
                older, P = P, ((2*l - 1)*x*P - (l + m - 1)*older)/(l - m)
            c = np.sqrt((2*l + 1)/(4*pi)*factorial(l - m)/factorial(l + m))
            if m == 0:
                Y[l*l + l] = c*P
            else:
                Y[l*l + l + m] = np.sqrt(2)*c*P*np.cos(m*phi)
                Y[l*l + l - m] = np.sqrt(2)*c*P*np.sin(m*phi)
    return Y


def hankel(lmax, x):
    """Outgoing spherical Hankel functions by stable upward recurrence."""
    e = np.exp(1j*x)/x
    h = [-1j*e, -e*(1 + 1j/x)]
    for l in range(1, lmax):
        h.append((2*l + 1)/x*h[l] - h[l - 1])
    return h


def jost_and_t(z, V):
    """Jost functions and t-matrices of one square well, shape (l, z)."""
    z = np.asarray(z, dtype=complex)
    kap, q = np.sqrt(2*z), np.sqrt(2*(z - V))
    h = hankel(LREF + 1, kap*s)
    F, t = [], []
    for l in range(LREF + 1):
        scale = (kap/q)**l
        phi = scale*spherical_jn(l, q*s)
        dphi = scale*q*spherical_jn(l, q*s, derivative=True)
        j = spherical_jn(l, kap*s)
        dj = kap*spherical_jn(l, kap*s, derivative=True)
        dh = kap*(l/(kap*s)*h[l] - h[l + 1])
        F.append(1j*kap*s**2*(h[l]*dphi - dh*phi))
        t.append(s**2*(j*dphi - dj*phi)/(2*F[-1]))
    return np.array(F), np.array(t)


# ---- Bloch grid: shifted 6x6x6, irreducible points with weights ----
kfrac, kweight = [], []
for i in (1, 3, 5):
    for j in (1, 3, 5):
        for l in (1, 3, 5):
            if i <= j <= l:
                kfrac.append(np.array([i, j, l])/12)
                kweight.append(len(set(permutations((i, j, l))))/27)
kweight = np.array(kweight)
nk = len(kfrac)

# ---- energy contour, with the one enclosed Fermi pole as last point ----
height, bottom, step = 2*pi*T, -0.3, 5e-4
yv, wv = gauss(14, 0, height)
xh, wh = gauss(64, bottom, mu + 20*T)
z_path = np.concatenate([bottom + 1j*yv, xh + 1j*height])
w_path = np.concatenate([1j*wv, wh])
z_all = np.append(z_path, mu + 1j*pi*T)
z_pm = np.concatenate([z_all + step, z_all - step])
kappa = np.sqrt(2*z_pm)

# ---- structure constants by direct lattice sums ----
NMAX = 28
n1 = np.arange(-NMAX, NMAX + 1)
lat = np.stack(np.meshgrid(n1, n1, n1, indexing="ij"), -1).reshape(-1, 3)
n2 = (lat**2).sum(1)
keep = (n2 > 0) & (n2 <= NMAX**2)
lat, n2 = lat[keep], n2[keep]
order = np.argsort(n2, kind="stable")
lat, n2 = lat[order], n2[order]
shell_n2, starts = np.unique(n2, return_index=True)
LBIG = 2*LREF
Ylat = real_harmonics(lat.astype(float), LBIG)
shell_sum = np.zeros((nk, (LBIG + 1)**2, len(starts)), dtype=complex)
for ik, kf in enumerate(kfrac):
    phase = np.exp(-2j*pi*(lat @ kf))
    for L in range((LBIG + 1)**2):
        shell_sum[ik, L] = np.add.reduceat(Ylat[L]*phase, starts)
del Ylat
hank = hankel(LBIG, kappa[:, None]*a*np.sqrt(shell_n2)[None, :])
lat_sum = np.zeros(((LBIG + 1)**2, nk, len(z_pm)), dtype=complex)
for l in range(LBIG + 1):
    part = shell_sum[:, l*l:(l + 1)**2] @ hank[l].T
    lat_sum[l*l:(l + 1)**2] = 1j**l*part.transpose(1, 0, 2)

ct, wt = gauss(14, -1, 1)
ph = 2*pi*np.arange(28)/28
CT, PH = np.meshgrid(ct, ph, indexing="ij")
ST = np.sqrt(1 - CT**2)
sphere = np.stack([ST*np.cos(PH), ST*np.sin(PH), CT], -1).reshape(-1, 3)
wsph = np.repeat(wt*2*pi/28, 28)
Ysph = real_harmonics(sphere, LBIG)
nL = (LREF + 1)**2
pairs = (Ysph[:nL, None]*Ysph[None, :nL]*wsph).reshape(nL*nL, -1)
gaunt = pairs @ Ysph.T
g0 = gaunt.astype(complex) @ lat_sum.reshape((LBIG + 1)**2, -1)
g0 = g0.reshape(nL, nL, nk, len(z_pm)).transpose(2, 3, 0, 1)
l_of = np.array([l for l in range(LREF + 1) for _ in range(2*l + 1)])
il = np.array([1j**int(l) for l in l_of])
g0 = g0*(-8j*pi*kappa)[None, :, None, None]*(il[:, None]/il[None, :])


def lloyd_shift(V):
    """Change of the state count from Lloyd's formula for lmax = 0..LREF."""
    F, t = jost_and_t(z_pm, V)
    nz, result = len(z_all), []
    for lmax in range(LREF + 1):
        n = (lmax + 1)**2
        tcol = t[l_of[:n]].T[None, :, None, :]
        D = np.linalg.det(np.eye(n) - g0[:, :, :n, :n]*tcol)
        for l in range(lmax + 1):
            D = D*F[l]**(2*l + 1)
        trace = np.log(D[:, :nz]/D[:, nz:])/(2*step)
        path = trace[:, :-1] @ (w_path*fermi(z_path))
        count = -path.imag/pi + 2*T*trace[:, -1].real
        result.append(kweight @ count)
    return np.array(result)


# ---- quadrature over the cubic cell: sphere r < s, then sphere to faces ----
r_in, w_in = gauss(16, 0, s)
gu, wu = gauss(10, -1, 1)
U, W = [x.ravel() for x in np.meshgrid(gu, gu, indexing="ij")]
wuv = np.outer(wu, wu).ravel()
stretch = np.sqrt(1 + U**2 + W**2)
xr, wr = gauss(8, 0, 1)
span = a/2*stretch - s
r_out = s + span[:, None]*xr
w_out = (wuv/stretch**3*span)[:, None]*wr*r_out**2
one = np.ones_like(U)
faces = np.array([np.roll(np.stack([U, W, sg*one], -1), shift, axis=1)
                  for shift in range(3) for sg in (1, -1)])
Yface = real_harmonics(faces.reshape(-1, 3), 8).reshape(81, 6, -1)
directions = faces/stretch[None, :, None]
points = (directions[:, :, None, :]*r_out[None, :, :, None]).reshape(-1, 3)
assert abs(4*pi*s**3/3 + 6*w_out.sum() - volume) < 1e-5


def local_count(E, coef, V, lmax, basis):
    """Occupied sums over the cell: weight of the waves l <= lmax, weight of
    l > lmax inside the sphere, the same outside, and the interference of
    retained and dropped waves outside."""
    proj, waves_in, waves_out = basis
    nl = (lmax + 1)**2
    total = np.zeros(4)
    for e, c in zip(E, coef.T):
        f = fermi(e)
        if f < 1e-10:
            continue
        assert e > 0
        k, q = np.sqrt(2*e), np.sqrt(2*(e - V))
        amp = proj[:nl] @ c
        inside, psi = 0.0, 0.0
        for l in range(lmax + 1):
            al = amp[l*l:(l + 1)**2]
            edge = spherical_jn(l, q*s)
            slope = q*spherical_jn(l, q*s, derivative=True)/edge
            radial = spherical_jn(l, q*r_in)/edge
            inside += (abs(al)**2).sum()*(w_in*r_in**2*radial**2).sum()
            j, y = spherical_jn(l, k*s), spherical_yn(l, k*s)
            dj = k*spherical_jn(l, k*s, derivative=True)
            dy = k*spherical_yn(l, k*s, derivative=True)
            ca, cb = k*s**2*(dy - slope*y), k*s**2*(j*slope - dj)
            outer = ca*spherical_jn(l, k*r_out) + cb*spherical_yn(l, k*r_out)
            ang = np.tensordot(al, Yface[l*l:(l + 1)**2], axes=1)
            psi = psi + ang[:, :, None]*outer[None]
        dropped = (waves_out @ c).reshape(psi.shape) - psi
        high_in = ((waves_in[nl:] @ c)**2 @ (w_in*r_in**2)).sum()
        high_out = (w_out*abs(dropped)**2).sum()
        cross = 2*(w_out*(psi.conj()*dropped).real).sum()
        kept = inside + (w_out*abs(psi)**2).sum()
        total += f*np.array([kept, high_in, high_out, cross])
    return total


# ---- plane-wave diagonalization of the truncated and full Hamiltonians ----
m1 = np.arange(-6, 7)
gv = np.stack(np.meshgrid(m1, m1, m1, indexing="ij"), -1).reshape(-1, 3)
gv = gv[(gv**2).sum(1) <= 27]
dG = np.linalg.norm(gv[:, None] - gv[None], axis=2)*2*pi/a
safe = np.where(dG > 0, dG, 1.0)
well_full = np.where(dG > 0, 4*pi*s**2*spherical_jn(1, safe*s)/safe,
                     4*pi*s**3/3)/volume
rq, wq = gauss(40, 0, s)
NST = 16
LHALF = 3                     # cut at which the half-depth well is also solved
pw_count = np.zeros(LTAB + 1)
split = np.zeros((LTAB + 1, 4))
split_free = np.zeros((LTAB + 1, 4))
split_half = np.zeros(4)
pw_full = loc_full8 = free_grid = 0.0
for kf, wk in zip(kfrac, kweight):
    p = (gv + kf)*2*pi/a
    pn = np.linalg.norm(p, axis=1)
    unit = p/pn[:, None]
    cosine = unit @ unit.T
    Yp = real_harmonics(p, 8)
    norm = 4*pi/np.sqrt(volume)
    proj = norm*np.array([1j**l*spherical_jn(l, pn*s)*Yp[l*l + m]
                          for l in range(9) for m in range(2*l + 1)])
    waves_in = np.concatenate([
        norm*Yp[l*l:(l + 1)**2, None, :]
        * spherical_jn(l, r_in[:, None]*pn)[None] for l in range(9)])
    waves_out = np.exp(1j*(points @ p.T))/np.sqrt(volume)
    basis = (proj, waves_in, waves_out)
    kinetic = pn**2/2
    low = np.argsort(kinetic)[:NST]
    free_grid += wk*fermi(kinetic[low]).sum()
    unit_vectors = np.eye(len(pn))[:, low]
    well = np.zeros_like(cosine)
    P_old, P_now = np.zeros_like(cosine), np.ones_like(cosine)
    for lmax in range(LTAB + 1):
        J = spherical_jn(lmax, pn[:, None]*rq[None])
        well = well + 4*pi*(2*lmax + 1)/volume*P_now*((J*wq*rq**2) @ J.T)
        P_old, P_now = P_now, ((2*lmax + 1)*cosine*P_now
                               - lmax*P_old)/(lmax + 1)
        E, c = eigh(np.diag(kinetic) + V0*well,
                    subset_by_index=[0, NST - 1])
        pw_count[lmax] += wk*fermi(E).sum()
        split[lmax] += wk*local_count(E, c, V0, lmax, basis)
        split_free[lmax] += wk*local_count(kinetic[low], unit_vectors, 0.0,
                                           lmax, basis)
        if lmax == LHALF:
            E, c = eigh(np.diag(kinetic) + V0/2*well,
                        subset_by_index=[0, NST - 1])
            split_half += wk*local_count(E, c, V0/2, lmax, basis)
    E, c = eigh(np.diag(kinetic) + V0*well_full,
                subset_by_index=[0, NST - 1])
    pw_full += wk*fermi(E).sum()
    loc_full8 += wk*local_count(E, c, V0, 8, basis)[0]
loc_count, loc_free = split[:, 0], split_free[:, 0]

# ---- Lloyd counts and their truncation errors ----
V_tiny = V0/20
shift_main = lloyd_shift(V0)
shift_half = lloyd_shift(V0/2)
shift_tiny = lloyd_shift(V_tiny)
n_lloyd = free_grid + shift_main
n_ref = n_lloyd[LREF]
err_lloyd = shift_main[:LTAB + 1] - shift_main[LREF]
err_half = shift_half[:LTAB + 1] - shift_half[LREF]
err_tiny = shift_tiny[:LTAB + 1] - shift_tiny[LREF]
err_local = loc_count - n_ref
err_local_free = loc_free - free_grid

# ---- real-energy Friedel tails, Born tails and free-wave deficits ----
kq, wk1 = gauss(100, 0, np.sqrt(2*(mu + 20*T)))
Eq = kq**2/2
surface = wk1*kq/(4*T*np.cosh((Eq - mu)/(2*T))**2)
occupied = wk1*kq**2/(2*pi**2)*fermi(Eq)
free_exact = volume*occupied.sum()


def friedel_terms(V):
    F, _ = jost_and_t(Eq, V)
    return np.array([(2*l + 1)/pi*(surface*-np.angle(F[l])).sum()
                     for l in range(LREF + 1)])


sphere_dos = np.array([
    (surface*2*kq/pi*(2*l + 1)
     * (spherical_jn(l, kq[:, None]*r_in)**2 @ (w_in*r_in**2))).sum()
    for l in range(LREF + 1)])


def tails(terms):
    return np.array([terms[l + 1:].sum() for l in range(LTAB + 1)])


fr_main, fr_tiny = tails(friedel_terms(V0)), tails(friedel_terms(V_tiny))
dos_tail = tails(sphere_dos)
miss_in, miss_out = [], []
rest_in = np.ones((len(kq), len(r_in)))
rest_out = np.ones((len(kq), r_out.size))
for l in range(LTAB + 1):
    rest_in -= (2*l + 1)*spherical_jn(l, kq[:, None]*r_in)**2
    rest_out -= (2*l + 1)*spherical_jn(l, kq[:, None]*r_out.ravel())**2
    miss_in.append(occupied @ rest_in @ (4*pi*w_in*r_in**2))
    miss_out.append(occupied @ rest_out @ (6*w_out.ravel()))
miss_in, miss_out = np.array(miss_in), np.array(miss_out)
miss = miss_in + miss_out

dev_pw = abs(n_lloyd[:LTAB + 1] - pw_count).max()
dev_full = abs(n_ref - pw_full)
dev_friedel = abs(err_tiny/fr_tiny + 1).max()
dev_born = abs(-V_tiny*dos_tail/fr_tiny - 1).max()
dev_free = abs(err_local_free + miss).max()
weight = split[:, 1] + split[:, 2]
weight_free = split_free[:, 1] + split_free[:, 2]
cross, cross_free = split[:, 3], split_free[:, 3]
dev_split = abs(pw_count - loc_count - weight - cross).max()
cross_change = cross[LHALF] - cross_free[LHALF]
cross_change_half = split_half[3] - cross_free[LHALF]

print("INPUT a = %.1f bohr, s = %.1f bohr, V0 = %.3f hartree" % (a, s, V0))
print("INPUT mu = %.2f hartree, T = %.2f hartree" % (mu, T))
print("Bloch points: %d irreducible; plane waves: %d" % (nk, len(gv)))
print("largest radius in cell = %.4f bohr" % (a*np.sqrt(3)/2))
print("free count, integral = %.6f states/cell/spin" % free_exact)
print("free count, Bloch grid = %.6f states/cell/spin" % free_grid)
print("Lloyd count, lmax=5 = %.7f states/cell/spin" % n_ref)
print("plane-wave count, full wells = %.7f states/cell/spin" % pw_full)
print("COUNTS (states/cell/spin)")
for l in range(LTAB + 1):
    print("lmax=%d Lloyd %.7f  plane-wave %.7f  local %.6f"
          % (l, n_lloyd[l], pw_count[l], loc_count[l]))
print("ERRORS against Lloyd lmax=5 (states/cell/spin)")
for l in range(LTAB + 1):
    print("lmax=%d Lloyd %.3e  local %.3e  size ratio local/Lloyd %.1f"
          % (l, err_lloyd[l], err_local[l], abs(err_local[l]/err_lloyd[l])))
print("POTENTIAL DEPENDENCE of the errors (states/cell/spin)")
for l in range(LTAB + 1):
    print("lmax=%d Lloyd at V0/2 %.3e (V0 : V0/2 = %.3f)  local at V=0 %.3e"
          % (l, err_half[l], err_lloyd[l]/err_half[l], err_local_free[l]))
print("TAILS l=lmax+1..5 at V0 (states/cell/spin)")
for l in range(LTAB + 1):
    print("lmax=%d Friedel %.3e  Born %.3e  sphere DOS %.3e per hartree"
          % (l, fr_main[l], -V0*dos_tail[l], dos_tail[l]))
print("FREE WEIGHT MISSING above lmax (states/cell/spin)")
for l in range(LTAB + 1):
    print("lmax=%d total %.3e  in sphere %.3e  outside sphere %.3e"
          % (l, miss[l], miss_in[l], miss_out[l]))
print("LOCAL LOSS SPLIT: weight, interference (states/cell/spin)")
for l in range(LTAB + 1):
    print("lmax=%d at V0: %.3e, %.3e   at V=0: %.3e, %.3e"
          % (l, weight[l], cross[l], weight_free[l], cross_free[l]))
print("lmax=%d interference change from V=0: V0 %.3e, V0/2 %.3e states"
      % (LHALF, cross_change, cross_change_half))
print("max gap, loss split against missing count = %.1e states" % dev_split)
print("local count, full wells, l<=8 = %.6f states/cell/spin" % loc_full8)
print("max |Lloyd - plane-wave| = %.1e states/cell/spin" % dev_pw)
print("V0/20: max relative gap Lloyd error/Friedel tail = %.4f" % dev_friedel)
print("V0/20: max relative gap Born/Friedel tail = %.4f" % dev_born)
print("V=0: max gap local error/free integral = %.1e states" % dev_free)

# Plane-wave cutoff and lattice-sum cutoff each leave errors of order 1e-6.
assert dev_pw < 1e-5
assert dev_full < 1e-5
# The finite Bloch grid limits agreement with energy integrals to some percent.
assert dev_friedel < 0.10
assert dev_born < 0.02
assert np.all(abs(err_local_free + miss) < 0.05*miss + 1e-3)
assert np.all(abs(weight_free/miss - 1) < 0.15)
# Waves with l > 8 near the cell corners are left out of this sum.
assert abs(loc_full8 - pw_full) < 2e-3
# Lloyd error is linear in the potential.
assert np.all((err_lloyd/err_half > 1.7) & (err_lloyd/err_half < 2.6))
# Lost weight and interference together account for the missing local count.
assert dev_split < 5e-5
# For small lmax the free-wave loss dominates, so the error survives at V = 0.
survive = err_local[:3]/err_local_free[:3]
assert np.all((survive > 0.5) & (survive < 2.0))
# For larger lmax the potential adds interference of first order.
assert abs(cross_change) > abs(weight[LHALF] - weight_free[LHALF])
assert 1.6 < cross_change/cross_change_half < 2.5
assert np.all(abs(err_lloyd) < 0.2*abs(err_local))
assert abs(err_lloyd[3]/err_local[3]) < abs(err_lloyd[0]/err_local[0])
print("checks complete")
```

Running it gives:

```
INPUT a = 4.0 bohr, s = 1.8 bohr, V0 = -0.050 hartree
INPUT mu = 0.50 hartree, T = 0.05 hartree
Bloch points: 10 irreducible; plane waves: 619
largest radius in cell = 3.4641 bohr
free count, integral = 1.094223 states/cell/spin
free count, Bloch grid = 1.099987 states/cell/spin
Lloyd count, lmax=5 = 1.1653970 states/cell/spin
plane-wave count, full wells = 1.1653950 states/cell/spin
COUNTS (states/cell/spin)
lmax=0 Lloyd 1.1340148  plane-wave 1.1340143  local 0.557787
lmax=1 Lloyd 1.1604149  plane-wave 1.1604132  local 1.022210
lmax=2 Lloyd 1.1649897  plane-wave 1.1649877  local 1.149628
lmax=3 Lloyd 1.1653763  plane-wave 1.1653742  local 1.167142
lmax=4 Lloyd 1.1653963  plane-wave 1.1653943  local 1.166744
ERRORS against Lloyd lmax=5 (states/cell/spin)
lmax=0 Lloyd -3.138e-02  local -6.076e-01  size ratio local/Lloyd 19.4
lmax=1 Lloyd -4.982e-03  local -1.432e-01  size ratio local/Lloyd 28.7
lmax=2 Lloyd -4.073e-04  local -1.577e-02  size ratio local/Lloyd 38.7
lmax=3 Lloyd -2.077e-05  local 1.745e-03  size ratio local/Lloyd 84.0
lmax=4 Lloyd -6.923e-07  local 1.347e-03  size ratio local/Lloyd 1946.4
POTENTIAL DEPENDENCE of the errors (states/cell/spin)
lmax=0 Lloyd at V0/2 -1.560e-02 (V0 : V0/2 = 2.011)  local at V=0 -5.790e-01
lmax=1 Lloyd at V0/2 -2.491e-03 (V0 : V0/2 = 2.000)  local at V=0 -1.400e-01
lmax=2 Lloyd at V0/2 -2.000e-04 (V0 : V0/2 = 2.036)  local at V=0 -2.055e-02
lmax=3 Lloyd at V0/2 -9.802e-06 (V0 : V0/2 = 2.119)  local at V=0 -1.917e-03
lmax=4 Lloyd at V0/2 -3.141e-07 (V0 : V0/2 = 2.204)  local at V=0 -8.991e-05
TAILS l=lmax+1..5 at V0 (states/cell/spin)
lmax=0 Friedel 3.085e-02  Born 2.971e-02  sphere DOS 5.942e-01 per hartree
lmax=1 Friedel 4.925e-03  Born 4.826e-03  sphere DOS 9.653e-02 per hartree
lmax=2 Friedel 3.898e-04  Born 3.858e-04  sphere DOS 7.715e-03 per hartree
lmax=3 Friedel 1.860e-05  Born 1.848e-05  sphere DOS 3.696e-04 per hartree
lmax=4 Friedel 5.857e-07  Born 5.831e-07  sphere DOS 1.166e-05 per hartree
FREE WEIGHT MISSING above lmax (states/cell/spin)
lmax=0 total 5.742e-01  in sphere 1.354e-01  outside sphere 4.387e-01
lmax=1 total 1.381e-01  in sphere 1.584e-02  outside sphere 1.223e-01
lmax=2 total 1.969e-02  in sphere 9.949e-04  outside sphere 1.870e-02
lmax=3 total 1.903e-03  in sphere 3.965e-05  outside sphere 1.863e-03
lmax=4 total 1.354e-04  in sphere 1.105e-06  outside sphere 1.343e-04
LOCAL LOSS SPLIT: weight, interference (states/cell/spin)
lmax=0 at V0: 5.769e-01, -6.857e-04   at V=0: 5.790e-01, -6.221e-05
lmax=1 at V0: 1.435e-01, -5.329e-03   at V=0: 1.396e-01, 4.641e-04
lmax=2 at V0: 2.200e-02, -6.623e-03   at V=0: 2.000e-02, 5.464e-04
lmax=3 at V0: 2.279e-03, -4.031e-03   at V=0: 1.935e-03, -1.803e-05
lmax=4 at V0: 1.762e-04, -1.510e-03   at V=0: 1.381e-04, -4.818e-05
lmax=3 interference change from V=0: V0 -4.013e-03, V0/2 -1.981e-03 states
max gap, loss split against missing count = 1.6e-05 states
local count, full wells, l<=8 = 1.165178 states/cell/spin
max |Lloyd - plane-wave| = 2.0e-06 states/cell/spin
V0/20: max relative gap Lloyd error/Friedel tail = 0.0413
V0/20: max relative gap Born/Friedel tail = 0.0019
V=0: max gap local error/free integral = 4.8e-03 states
checks complete
```
